\section*{Partial-wave cutoff and the cost of full multiple scattering}

\section*{Problem}

A photoelectron of wave number $k$ scatters from atoms represented by spherical muffin-tin potentials $V(r)$ that vanish beyond the radius $R$. Energy is measured from the constant potential between the spheres, so $E=\hbar^2k^2/2m$. Lengths are in \AA{} and energies in eV.

\begin{enumerate}
\item Show that partial waves are needed up to about $l=kR$. Find the width of this cutoff and the condition under which it fails.
\item A cluster of radius $R_c$ contains $n$ atoms per unit volume. Its multiple-scattering equations are solved by dense elimination at one energy. How does the cost depend on $R_c$ and $E$?
\item Evaluate both answers for $V(r)=-(Ze^2/4\pi\epsilon_0)\,e^{-r/a}/r$ inside $R$, with the round model parameters $Z=29$, $a=0.25$ and $R=1.3$~\AA. The atoms form an fcc cluster of touching spheres.
\end{enumerate}

The model is elastic, with static, spherical and spin-independent potentials.

\section*{Solution}

\subsection*{The centrifugal barrier}

Let $U=2mV/\hbar^2$ and $\nu=l+\tfrac12$. The radial function obeys
\begin{equation}
u''+\left[k^2-U-\frac{l(l+1)}{r^2}\right]u=0 .
\end{equation}
Put $\xi=\ln r$ and $u=\sqrt r\,y(\xi)$. Then $u'=r^{-1/2}(y_\xi+\tfrac12y)$. A second differentiation gives $u''=r^{-3/2}(y_{\xi\xi}-\tfrac14y)$, because the terms in $y_\xi$ cancel. Since $l(l+1)+\tfrac14=\nu^2$,
\begin{equation}
y_{\xi\xi}=\left[\nu^2-r^2(k^2-U)\right]y. \label{eq:barrier}
\end{equation}
For free motion the bracket stays positive throughout the sphere when $\nu>kR$: the wave is kept out by its angular momentum. This is the classical statement that a particle with impact parameter $b=\nu/k>R$ misses the sphere. What remains is to find when the potential leaves the phase shift small for $b>R$, and how strongly the waves with $b<R$ scatter.

\subsection*{Waves well above the cutoff}

With $x=kr$, define $\hat\jmath=xj_l(x)$ and $\hat y=-xy_l(x)$. At large $x$ they become $\sin(x-l\pi/2)$ and $\cos(x-l\pi/2)$, so their Wronskian is $\hat\jmath\hat y'-\hat\jmath'\hat y=-1$. The regular solution satisfies
\begin{equation}
\varphi(r)=\hat\jmath(kr)+\frac1k\int_0^r
\left[\hat\jmath(kr)\hat y(kr')-\hat y(kr)\hat\jmath(kr')\right]
U(r')\varphi(r')\,dr'. \label{eq:volterra}
\end{equation}
The kernel vanishes at $r'=r$ and has unit slope there, which reproduces the source term $U\varphi$. Outside the sphere $\varphi=\mathcal A\hat\jmath+\mathcal B\hat y$. Comparison with $\sin(kr-l\pi/2+\delta_l)$ gives
\begin{equation}
\tan\delta_l=\frac{\mathcal B}{\mathcal A}
=\frac{-k^{-1}\int_0^R\hat\jmath\,U\varphi\,dr}
{1+k^{-1}\int_0^R\hat y\,U\varphi\,dr}. \label{eq:tan}
\end{equation}

Now let $kR<\sqrt{l(l+1)}$. Three properties hold inside the sphere.
\begin{itemize}
\item $\hat\jmath$ is positive, increasing and convex, since $\hat\jmath''=[l(l+1)/x^2-1]\hat\jmath$ and it starts as $x^{l+1}$.
\item $\hat y$ is positive. The sum $\hat\jmath^2+\hat y^2$ is a polynomial in $1/x^2$ with positive coefficients, so it decreases. At a first zero of $\hat y$ its derivative would be $2\hat\jmath\hat\jmath'>0$, a contradiction.
\item $\hat y/\hat\jmath$ decreases, because its derivative is $-1/\hat\jmath^2$.
\end{itemize}
Divide Eq.~\eqref{eq:volterra} by $\hat\jmath(kr)$ and set $w=\varphi/\hat\jmath$. The kernel becomes $k^{-1}\hat\jmath(kr')^2$ times the difference of $\hat y/\hat\jmath$ at $r'$ and at $r$. By the last two properties it lies between zero and $k^{-1}\hat\jmath(kr')\hat y(kr')$. Define
\begin{equation}
\Lambda(r)=\frac1k\int_0^r|U|\hat\jmath\hat y\,dr',\qquad
\beta=\frac1k\int_0^R|U|\hat\jmath^2dr,
\end{equation}
and $\Lambda=\Lambda(R)$. The $p$th iteration contributes at most $\Lambda(r)^p/p!$, so $|w|\le e^{\Lambda(r)}$. Therefore $|\mathcal B|\le\beta e^\Lambda$, and $|\mathcal A-1|\le\int_0^R\Lambda'(r)e^{\Lambda(r)}dr=e^\Lambda-1$. For $\Lambda<\ln2$,
\begin{equation}
|\tan\delta_l|\le\frac{\beta e^\Lambda}{2-e^\Lambda}. \label{eq:bound}
\end{equation}
Convexity and $\hat\jmath(0)=0$ give $\hat\jmath(kr)\le(r/R)\hat\jmath(kR)$, hence
\begin{equation}
\beta\le\frac{\hat\jmath(kR)^2}{kR^2}\int_0^Rr^2|U|\,dr .
\end{equation}
The integral is finite despite the Coulomb singularity, and the factor $\hat\jmath(kR)^2$ carries the rapid fall with $l$.

For the model at $k=15$~\AA$^{-1}$ and $l=28$, $\Lambda=0.486$. The bound is $1.3\times10^{-8}$ and the computed $|\tan\delta_l|$ is $3.0\times10^{-9}$. The bound was tested for $l=22$ to $28$. The strong core makes $\Lambda$ grow as $l$ falls: at $k=15$~\AA$^{-1}$ it is 0.657 for $l=21$ and reaches $\ln2$ near $l=20$. Below that the bound gives nothing and the phase shifts must be computed directly.

\subsection*{Width of the edge}

Since $\hat\jmath^2=(\pi x/2)J_\nu(x)^2$, the edge at $x=kR$ follows from the recurrence
\begin{equation}
J_{\nu+1}(x)+J_{\nu-1}(x)=\frac{2\nu}{x}J_\nu(x).
\end{equation}
Near $\nu=x$, $J_\nu$ varies slowly over one unit of $\nu$, and the left side is approximately $2J_\nu+\partial_\nu^2J_\nu$. With $\nu=x+s\,x^{1/3}$ the right side is $2J_\nu+2s\,x^{-2/3}J_\nu$, so
\begin{equation}
\frac{\partial^2J}{\partial s^2}\simeq2sJ,\qquad
J\propto\mathrm{Ai}(2^{1/3}s).
\end{equation}
The Airy function is chosen because $J_\nu$ decays as $\nu$ grows. Its square falls to $1\%$ of its value at $s=0$ when $s=1.58$. The margin in angular momentum is thus
\begin{equation}
\nu-kR\simeq1.58\,(kR)^{1/3}.
\end{equation}
This gives 2.95 at $kR=6.5$ and 4.68 at $kR=26$; direct evaluation of the Bessel functions gives 2.93 and 4.67. The relative width falls as $(kR)^{-2/3}$, so $kR$ is the leading term. The margin describes the free wave at the surface. How much of it matters also depends on the strength of $U$ there.

\subsection*{Waves below the cutoff}

For $b<R$ and $|U|\ll k^2$ along the path, the semiclassical phase shift is the change of $\int\sqrt{k^2-U-\nu^2/r^2}\,dr$ caused by $U$. To first order,
\begin{align}
\delta_l&\simeq-\frac12\int_b^R\frac{U\,dr}{\sqrt{k^2-\nu^2/r^2}}
=-\frac1{2k}\int_b^R\frac{U\,r\,dr}{\sqrt{r^2-b^2}}\nonumber\\
&=-\frac1{2k}\int_0^{\sqrt{R^2-b^2}}U\!\left(\sqrt{b^2+z^2}\right)dz .
\label{eq:eikonal}
\end{align}
The second form uses $\nu=kb$, and the third uses $z=\sqrt{r^2-b^2}$. The shift of the turning point does not contribute at this order, because the square root vanishes there. Where this approximation holds, an attractive potential gives a positive phase for $b<R$, so these waves scatter unless the phase happens to be a multiple of $\pi$. At $k=20$~\AA$^{-1}$ and $l=16$, $b=16.5/20=0.825$~\AA; Eq.~\eqref{eq:eikonal} gives 0.0644~rad and the radial equation 0.0656~rad.

The path inside the sphere shrinks to zero as $b\to R$, so the outermost waves scatter weakly. At fixed $b$ the phase also falls as $1/k$. For a fixed absolute phase tolerance at very high $k$, the cutoff therefore lies below $kR$. The number $kR$ is a geometric estimate for moderate accuracy, useful when the potential still scatters appreciably near the surface.

To turn this into a criterion, use the amplitude $f=k^{-1}\sum_l(2l+1)e^{i\delta_l}\sin\delta_l\,P_l(\cos\theta)$. Orthogonality of the $P_l$ makes the angular integral of $|f|^2$ proportional to $\sum_l(2l+1)\sin^2\delta_l$. Truncation at $L$ omits the relative rms amplitude
\begin{equation}
\eta(L)=\left[\frac{\sum_{l>L}(2l+1)\sin^2\delta_l}
{\sum_l(2l+1)\sin^2\delta_l}\right]^{1/2}.
\end{equation}
Stopping near $kR/2$ (at $L=3,6,9,13$ for $k=5,10,15,20$~\AA$^{-1}$) omits 23, 22, 19 and 14\%. Stopping at the integer $L=\lceil kR\rceil$ omits less than 0.1\% in all four cases.

\subsection*{When a wave above $kR$ is needed}

If $\nu^2>r^2(k^2-U)$ at every $r<R$, Eq.~\eqref{eq:barrier} makes the regular $y$ grow monotonically, so $u'/u>1/(2R)$ at the surface. A phase shift of $\pi/2$ requires $\mathcal A=0$, that is, $u'/u=k\hat y'/\hat y$. For $kR<\sqrt{l(l+1)}$ this is negative, because $\hat y\hat y'<-\hat\jmath\hat\jmath'<0$. No resonance is then possible. An attractive core can violate the first condition even when $kR$ is small.

Tuning the screening length to $a=0.198082$~\AA{} produces such a case at $k=1$~\AA$^{-1}$, where $E=3.81$~eV and $kR=1.3$. So many digits are needed because, at this energy, the resonance is only $3.6\times10^{-5}$~\AA{} wide in $a$. The maximum of $r^2(k^2-U)$ is 8.03. It exceeds $\nu^2=6.25$ for $l=2$ but not $12.25$ for $l=3$. The $l=2$ wave can therefore resonate, and with this tuned $a$ it has $|\sin\delta_2|=1.00$, while $|\sin\delta_3|=4\times10^{-5}$. A cutoff at $l=1$ would lose the resonance. Rounding $kR=1.3$ up to 2 happens to keep it, but rounding up does not always help. At $k=0.7$~\AA$^{-1}$, where $kR=0.91$ rounds up to 1, the $l=2$ wave resonates for $a=0.1989506$~\AA{} with a full width of 14~meV, and the cutoff $\lceil kR\rceil$ misses it.

Near its centre $E_0$, $\cot\delta_2=\mathcal A/\mathcal B$ passes through zero and may be written $-2(E-E_0)/\Gamma$. Then $\sin^2\delta_2=[1+4(E-E_0)^2/\Gamma^2]^{-1}$, whose full width is $\Gamma=79$~meV for the resonance at $k=1$~\AA$^{-1}$. One eV higher, $|\sin\delta_2|$ is 0.067. The linear formula would give 0.040, so it does not reach that far. The practical rule is $l_{\max}\approx\max(kR,l_0)$, where the floor $l_0$ includes any low-energy resonant wave.

\subsection*{Does the cutoff survive in a cluster?}

Near each atom the wave consists of arriving parts $a_lj_l$ and outgoing parts $b_lh_l$, with $h_l=j_l+iy_l$. The standing solution is $e^{i\delta_l}(\cos\delta_l\,j_l-\sin\delta_l\,y_l)$. Equating it to $j_l+T_lh_l$ gives, from the coefficient of $y_l$,
\begin{equation}
T_l=i\,e^{i\delta_l}\sin\delta_l .
\end{equation}
The coefficient of $j_l$ agrees, since $1+ie^{i\delta_l}\sin\delta_l=e^{i\delta_l}\cos\delta_l$. Let $A$ contain the coefficients that re-expand an outgoing wave from one atom in regular waves about another; its same-atom blocks are zero. For a unit outgoing source $e$ at the absorber, $b=Ta$ and $a=A(b+e)$, or
\begin{equation}
(1-AT)\,a=Ae. \label{eq:ms}
\end{equation}
A small $T_l$ alone does not settle the truncation, because elements of $A$ can be large at high $l$ when spheres touch. The returned wave was therefore computed for three touching spheres in a line, with the absorber at one end and an $l=1$, $m=0$ source along the axis. The reference keeps six more orders than $\lceil kR\rceil$. Relative to the modulus of the returned amplitude, the error at $L=\lceil kR\rceil$ is at most 0.5\% for $k=5$, 10 and 15~\AA$^{-1}$. Near $kR/2$ it is 77, 30 and 29\%. The estimate survives for this source at these energies. The relative error is larger where the returned wave is weak. It is 9\% at $k=3.8$~\AA$^{-1}$, where the modulus drops to 0.006. For an $m=1$ source in the same chain, whose returned amplitude is only 0.002 at $k=5$~\AA$^{-1}$ and $10^{-4}$ at $k=10$~\AA$^{-1}$, it is 2\% and 16\%. Such cases need a few orders beyond $\lceil kR\rceil$. Three-dimensional clusters were not examined.

\subsection*{Cost of the cluster calculation}

Each atom carries $\sum_{l=0}^{l_{\max}}(2l+1)=(l_{\max}+1)^2$ channels. The dimension of Eq.~\eqref{eq:ms} is therefore
\begin{equation}
N\simeq\frac{4\pi n}{3}R_c^3(l_{\max}+1)^2 .
\end{equation}
Eliminating one unknown when $q$ others remain updates $q^2$ matrix entries. The total is
\begin{equation}
\sum_{q=1}^{N-1}q^2=\frac{(N-1)N(2N-1)}6\simeq\frac{N^3}{3}
\end{equation}
complex multiply-adds. Each takes four real multiplications and four real additions, so the cost is $C\simeq8N^3/3$. With $l_{\max}=kR$,
\begin{equation}
C\simeq\frac83\left(\frac{4\pi n}{3}\right)^3R_c^9(kR+1)^6
\;\longrightarrow\;
\frac83\left(\frac{4\pi n}{3}\right)^3R_c^9R^6
\left(\frac{2mE}{\hbar^2}\right)^3
\end{equation}
for $kR\gg1$. Thus $C\propto R_c^9E^3$ per energy point, and storage, proportional to $N^2$, grows as $R_c^6E^2$.

At finite energy the growth is slower. Since $d\ln k/d\ln E=\tfrac12$,
\begin{equation}
\frac{d\ln C}{d\ln E}=\frac{3kR}{kR+1},
\end{equation}
which is 2.60 at $kR=6.5$ and 2.89 at $kR=26$. When the low-energy floor sets $l_{\max}$, or when $l_{\max}$ is held fixed, the cost does not depend on energy. An iterative solver with dense matrix-vector products costs of order $N^2$ per iteration, so its scaling also depends on the number of iterations.

\subsection*{A few cases}

For fcc neighbours 2.6~\AA{} apart, a sphere of radius $R_c=5$~\AA{} about an atom contains 43 atoms; the volume rule gives 42.1. At $k=5$~\AA$^{-1}$, $l_{\max}=7$, so $N=43\times8^2=2752$ and $C=\tfrac83(2752)^3=5.6\times10^{10}$. In the table $L=\lceil kR\rceil$, $L_1$ is the smallest cutoff with $\eta<1\%$, and $N$ and $C$ refer to $R_c=5$~\AA{} with $l_{\max}=L$.

\begin{center}
\begin{tabular}{rrrrrrr}
$k$ (\AA$^{-1}$) & $E$ (eV) & $kR$ & $L_1$ & $L$ & $N$ & $C$\\
\hline
5 & 95 & 6.5 & 6 & 7 & 2752 & $5.6\times10^{10}$\\
10 & 381 & 13.0 & 11 & 13 & 8428 & $1.6\times10^{12}$\\
15 & 857 & 19.5 & 17 & 20 & 18963 & $1.8\times10^{13}$\\
20 & 1524 & 26.0 & 23 & 26 & 31347 & $8.2\times10^{13}$
\end{tabular}
\end{center}

For this sphere radius the 1\% cutoff lies slightly below $kR$. The closeness depends on how far the potential reaches. If $R$ is doubled to 2.6~\AA{} with the same $Z$ and $a$, $L_1$ at $k=20$~\AA$^{-1}$ rises only from 23 to 27, while $kR$ doubles to 52. In a sphere much larger than the range of $V$, that range sets the cutoff and $kR$ overestimates it. If $L_1$ is used instead of $L$, the mean energy exponent between the first and last rows is $6\ln(24/7)/\ln16=2.67$.

Doubling $k$ from 5 to 10~\AA$^{-1}$ multiplies $C$ by $(14/8)^6\approx29$, not by the asymptotic $2^6=64$. Doubling $R_c$ from 5 to 10~\AA{} raises the atom count to 321 and multiplies $C$ by $(321/43)^3\approx416$. The ninth-power law gives 512; the difference comes from the discrete atomic shells. Between 5 and 20~\AA{} the counted atoms give a mean exponent of 8.98.

Storage also grows quickly. At 16 bytes per complex entry, the matrix for $R_c=5$~\AA{} and $k=5$~\AA$^{-1}$ takes 0.12~GB. For $R_c=10$~\AA{} and $k=20$~\AA$^{-1}$ it takes 876~GB, and one factorization needs $3.4\times10^{16}$ operations.

\section*{Computed results}
\begin{verbatim}
Z = 29, screening length = 0.25 A, R = 1.3 A
potential at R: -1.772 eV
k=10/A l=28: |tan delta|=1.129e-17, beta=1.128e-17, Lambda=0.482, bound=4.785e-17
k=15/A l=28: |tan delta|=2.981e-09, beta=2.978e-09, Lambda=0.486, bound=1.297e-08
edge: J^2 falls to 1% at nu = x + 1.579 x^(1/3)
  x=6.5: margin direct 2.93, Airy 2.95
  x=26.0: margin direct 4.67, Airy 4.68
k=20/A l=16 b=0.825 A: delta=0.06561 rad, straight path 0.06443 rad
single site: L1 = smallest L with omitted rms amplitude < 1%
  k=5/A E=95.2 eV kR=6.5 L1=6 eta(3)=22.93% eta(7)=0.057%
  k=10/A E=381.0 eV kR=13.0 L1=11 eta(6)=21.60% eta(13)=0.088%
  k=15/A E=857.2 eV kR=19.5 L1=17 eta(9)=18.87% eta(20)=0.033%
  k=20/A E=1524.0 eV kR=26.0 L1=23 eta(13)=13.71% eta(26)=0.046%
resonance: k=1/A E=3.810 eV kR=1.3, screening length=0.198082 A
  |sin delta_2|=1.0000 (direct 1.0000), |sin delta_3|=3.84e-05, max r^2(k^2-U)=8.03
  full width 79.2 meV, or 3.58e-05 A in screening length; 1 eV above: |sin delta_2|=6.67e-02
wave re-expansion, relative error: 1.3e-12 with selection rules, 3.5e-05 without
three-atom chain: error of wave returned to the absorber (l=1)
  k=5/A |a|=0.0235 error L=3: 76.9%, L=7: 0.49%
  k=10/A |a|=0.0449 error L=6: 29.7%, L=13: 0.13%
  k=15/A |a|=0.0153 error L=9: 28.6%, L=20: 0.11%
LU of size 63: 81375 complex multiply-adds, N^3/3 = 83349
fcc neighbour distance 2.6 A, density 0.08046 per A^3
  Rc=5 A: atoms 43, volume rule 42.1
  Rc=10 A: atoms 321, volume rule 337.0
  Rc=20 A: atoms 2731, volume rule 2696.3
cost exponent in cluster radius, 5 to 20 A: 8.98
cost per energy, lmax = ceil(kR), complex double precision
  Rc=5 A k=5/A lmax=7 N=2752 memory=0.121 GB ops=5.56e+10
  Rc=5 A k=10/A lmax=13 N=8428 memory=1.14 GB ops=1.6e+12
  Rc=5 A k=15/A lmax=20 N=18963 memory=5.75 GB ops=1.82e+13
  Rc=5 A k=20/A lmax=26 N=31347 memory=15.7 GB ops=8.21e+13
  Rc=10 A k=5/A lmax=7 N=20544 memory=6.75 GB ops=2.31e+13
  Rc=10 A k=10/A lmax=13 N=62916 memory=63.3 GB ops=6.64e+14
  Rc=10 A k=15/A lmax=20 N=141561 memory=321 GB ops=7.56e+15
  Rc=10 A k=20/A lmax=26 N=234009 memory=876 GB ops=3.42e+16
cost exponent in energy from L1, k=5 to 20/A: 2.67
  local energy exponent for lmax=kR at k=5/A: 2.600
  local energy exponent for lmax=kR at k=20/A: 2.889
\end{verbatim}
